# Why Density Response Stays Finite When Subbands Become Degenerate

## Two inversion layers and one nearly degenerate pair

A silicon film between two equally biased gates carries an inversion layer at each surface. If the film is thick enough, each layer has almost its own set of levels. The eigenstates of the symmetric film are nevertheless even and odd combinations that extend over both layers, and their energies differ by a small tunnel splitting $\Delta$.

Now raise the electron potential energy slightly on the left and lower it on the right. Electrons move to the right by a modest, smooth amount. Perturbation theory for the separate wavefunctions, however, contains $1/\Delta$. A Newton solution of the coupled Poisson and Schrödinger equations needs the density response, so the fate of this denominator matters.

The algebra uses atomic units. The confinement Hamiltonian $H$ is a finite real symmetric matrix, as on a grid, with real orthonormal states $\psi_i$ and energies $E_i$. Temperature $T>0$ and chemical potential $\mu$ are held fixed. The electron density is

$$n(z)=\sum_i N(E_i)\psi_i(z)^2 ,$$

where $N(E)$ is a smooth occupation. At one fixed in-plane wavevector it is the Fermi function $f(E)=1/(e^{(E-\mu)/kT}+1)$, apart from a spin and valley factor. For a whole subband it is the sum over in-plane wavevectors, evaluated below.

## First contribution: levels move

Let the potential energy change by $\delta V$, with matrix elements $W_{ij}=\langle i|\delta V|j\rangle$. For nondegenerate levels, first-order perturbation theory gives

$$\delta E_i=W_{ii},\qquad
\delta\psi_i=\sum_{j\ne i}\psi_j\frac{W_{ji}}{E_i-E_j}.$$

The level shifts change the occupations by $N'(E_i)W_{ii}$ and contribute

$$\delta n_{\rm shift}=\sum_i N'(E_i)W_{ii}\psi_i^2 .$$

No denominator occurs here. In the symmetric film with an odd $\delta V$, this part vanishes: $\psi_i^2$ is even, so $W_{ii}=0$. The response must then come from mixing of states.

## Second contribution: one state mixes

Differentiating $\psi_i^2$ gives $2\psi_i\delta\psi_i$. The part of state 1 that involves state 2 is

$$\delta n_{1\leftarrow2}=2N(E_1)\psi_1\psi_2\frac{W_{12}}{E_1-E_2}.$$

With $\Delta=E_2-E_1$, its size grows as $|W_{12}|/\Delta$ if the coupling stays nonzero. That condition is essential. An even $\delta V$ does not couple the even and odd states, and then this denominator does no harm.

A one-mass film with finite potential on its grid never reaches $\Delta=0$. The discretised Schrödinger equation links neighbouring nodes, so the amplitude at the first node fixes all later amplitudes at a given energy. Two independent bound states therefore cannot share that energy. The film shows the approach to degeneracy; a square wire, treated below, shows degeneracy itself.

## The partner's contribution and the finite sum

State 2 mixes with state 1 in the opposite sense:

$$\delta n_{2\leftarrow1}=2N(E_2)\psi_1\psi_2\frac{W_{12}}{E_2-E_1}.$$

The denominator has changed sign. Adding the two parts gives

$$\delta n_{12}=2\psi_1\psi_2W_{12}\,
\frac{N(E_1)-N(E_2)}{E_1-E_2}.$$

The fraction is the divided difference

$$N[a,b]=\frac{N(a)-N(b)}{a-b},\qquad N[a,a]=N'(a).$$

The factor 2 counts the ordered pairs $(1,2)$ and $(2,1)$. Including the level shifts as diagonal terms, the complete response is

$$\boxed{\delta n(z)=\sum_{ij}N[E_i,E_j]\,W_{ij}\,\psi_i(z)\psi_j(z)} .$$

To find the limit, integrate $N'$ along the straight path from $b$ to $a$:

$$N(a)-N(b)=(a-b)\int_0^1N'\bigl(b+s(a-b)\bigr)ds .$$

Division by $a-b$ leaves an average of $N'$ over the interval. Since $N'$ is continuous, this average tends to $N'(a)$ when $b\to a$.

The physical reason is a cancellation between rotations. If both states had equal occupation, a rotation among them would leave $\psi_1^2+\psi_2^2$ unchanged. Their occupations differ by about $N'\Delta$, while the rotation per unit perturbation is of order $1/\Delta$. The product is finite.

## The Fermi function in detail

Write $x_a=(a-\mu)/kT$ and $x_b=(b-\mu)/kT$. From $f=\frac12[1-\tanh(x/2)]$,

$$f(a)-f(b)=-\frac{\sinh[(x_a-x_b)/2]}
{2\cosh(x_a/2)\cosh(x_b/2)} .$$

Define $\delta=(a-b)/2kT$ and $m=[(a+b)/2-\mu]/kT$. The product formula $2\cosh(x_a/2)\cosh(x_b/2)=\cosh m+\cosh\delta$, followed by division by $a-b=2kT\delta$, gives

$$f[a,b]=-\frac{1}{2kT}\frac{\sinh\delta}{\delta}
\frac{1}{\cosh m+\cosh\delta}.$$

As $\delta\to0$, $\sinh\delta/\delta\to1$, and

$$f[a,b]\to-\frac{1}{2kT(1+\cosh m)}
=-\frac{1}{4kT\cosh^2(m/2)}=f'(a).$$

This is the stated limit at fixed in-plane wavevector.

For the first correction, keep the mean energy $e$ fixed and expand $f(e\pm\Delta/2)$. Even terms cancel in the difference, while the linear and cubic terms give

$$f[e+\Delta/2,e-\Delta/2]=f'(e)+\frac{\Delta^2}{24}f'''(e)+O(\Delta^4).$$

At 300 K, $kT=0.02585$ eV. For a mean energy 0.03 eV above $\mu$, $f'=-7.03\ \mathrm{eV^{-1}}$. The ratio $f[a,b]/f'$ is 0.912 for a gap of 0.1 eV, 0.9945 for 0.03 eV and 0.9994 for 0.01 eV. These deviations are unusually small, because $f'''$ vanishes nearby, at 0.034 eV. For a mean energy at $\mu$ the three ratios are 0.773, 0.973 and 0.997; at 0.15 eV above $\mu$ they are 1.72, 1.056 and 1.006. In each case the relevant comparison is $\Delta$ against $kT$, while the size and sign of the correction depend on the mean energy.

## Sum over in-plane motion

In a film, a subband with in-plane density-of-states mass $m_d$ and valley degeneracy $g_v$ has, including spin,

$$N(E)=2g_v\int\frac{d^2k}{(2\pi)^2}
f\!\left(E+\frac{k^2}{2m_d}\right).$$

Use $d^2k=2\pi k\,dk$ and $\varepsilon=k^2/2m_d$, so that $k\,dk=m_d\,d\varepsilon$:

$$N(E)=D\int_0^\infty f(E+\varepsilon)d\varepsilon
=DkT\ln\!\left(1+e^{-(E-\mu)/kT}\right),\quad D=\frac{g_vm_d}{\pi}.$$

Differentiation under the integral gives

$$N'(E)=D\int_0^\infty f'(E+\varepsilon)d\varepsilon
=D[f(\infty)-f(E)]=-Df(E).$$

Thus the limit for the entire subband is $-Df$: the wavevector sum of Fermi-function derivatives, not the derivative at one energy. The same statement holds before the limit, because adding one kinetic energy to both levels leaves $a-b$ unchanged.

The distinction matters at low temperature. The fixed-wavevector result obeys $|f[a,b]|\le1/(4kT)$, being an average of $f'$. With a level at $\mu$, $f'$ changes from $-9.7\ \mathrm{eV^{-1}}$ at 300 K to $-725\ \mathrm{eV^{-1}}$ at 4 K. For the film, $|N[a,b]|\le D$, and $N'/D=-0.5$ at both temperatures.

A wire has a one-dimensional sum instead. Substituting $k=\sqrt{2m\,kT}\,s$ in $\int dk\,f(E+k^2/2m)$ shows that this integral is $\sqrt{kT}$ times a function of $(E-\mu)/kT$. Its energy derivative at $E=\mu$ consequently grows as $(kT)^{-1/2}$ on cooling. Finiteness at degeneracy does not imply a finite zero-temperature limit in every dimension.

## Exact degeneracy without a denominator

The preceding perturbation formula began with separate levels. A matrix identity covers the degenerate case directly. Let $H(\lambda)=H+\lambda W$. The product rule, with the order of matrices retained, gives

$$\left.\frac{d}{d\lambda}H(\lambda)^q\right|_0
=\sum_{r=0}^{q-1}H^rWH^{q-1-r}.$$

In the eigenbasis of $H$, its elements are

$$W_{ij}\sum_{r=0}^{q-1}E_i^rE_j^{q-1-r}.$$

For unequal energies the geometric sum is $(E_i^q-E_j^q)/(E_i-E_j)$. For equal energies it is $qE_i^{q-1}$. The boxed formula therefore holds for every polynomial occupation, with no singular intermediate step.

To pass to the smooth function $N$, approximate $N'$ uniformly by polynomials on an interval containing the spectra of $H(\lambda)$ for small $|\lambda|$, and integrate them to polynomials $p$ that approximate $N$. The mean-value theorem bounds each divided difference of $N-p$ by $\max|N'-p'|$. Hence the squared matrix error in the derivative obeys

$$\sum_{ij}|(N-p)[E_i,E_j]W_{ij}|^2
\le\bigl(\max|N'-p'|\bigr)^2\sum_{ij}|W_{ij}|^2 .$$

The sum on the right is independent of the basis. The derivatives converge uniformly in $\lambda$, so the limiting function has the limiting derivative. Since $n(z)$ is the diagonal element of $N(H)$ at $z$, the result applies to the density.

A square wire of side 6 nm and mass 0.19 gives a concrete case. Its product states $(1,2)$ and $(2,1)$ are degenerate. Take $\delta V\propto xy$, fixed wavevector along the wire, 300 K and $\mu$ at the degenerate level. The diagonal elements for the two product states vanish by parity, but their mutual coupling does not. On a grid of 13 by 13 interior points, omitting that coupling gives an error of 0.695 relative to the largest magnitude of the complete density response; on finer grids this figure converges to about 0.714. In the rotated states $[(1,2)\pm(2,1)]/\sqrt2$, the perturbation is diagonal within the pair, and omission of the off-diagonal term changes the result by rounding error alone. The complete formula agrees with a finite difference of the density to $1.5\times10^{-8}$ on the same relative scale.

## How large may the perturbation be?

A two-state model separates the limits on wavefunctions from those on density. Let the mean energy be $e$, the splitting $\Delta$ and the coupling $w$:

$$H_2=e+\begin{pmatrix}-\Delta/2&w\\w&\Delta/2\end{pmatrix},
\qquad R=\sqrt{(\Delta/2)^2+w^2}.$$

Its energies are $e\pm R$. The traceless matrix above has square $R^2$, so any function of $H_2$ is its mean value plus half its difference times that matrix divided by $R$. The off-diagonal element is therefore

$$[N(H_2)]_{12}=w\,\frac{N(e+R)-N(e-R)}{2R}.$$

This is $w$ times a divided difference even for a finite coupling. It tends to $wN'(e)$ when $R\ll kT$, whatever the ratio $w/\Delta$.

The eigenvectors rotate by an angle $\theta$ with $\tan2\theta=2|w|/\Delta$. For $|w|\ll\Delta$, $\theta\approx|w|/\Delta$. For $|w|\gg\Delta$, the angle saturates at $45^\circ$ and the squared overlap of old and new states is $\cos^2\theta=1/2$. The divergent derivative describes a rapid initial rotation, not an unlimited change of a normalised state.

## A double-gate silicon film

The example is an undoped (100) silicon film at 300 K with 1.0 nm of oxide on each side. Both gates are at 0.75 V, measured from the potential that would place a flat conduction edge at $\mu$. The rough typical inputs are masses $m_l=0.916$ and $m_t=0.19$, and relative permittivities 11.7 for silicon and 3.9 for oxide. Two valleys have confinement mass $m_l$ and in-plane mass $m_t$; four have confinement mass $m_t$ and density-of-states mass $\sqrt{m_lm_t}$. Wavefunctions vanish at the oxide. Holes, exchange and correlation are omitted.

The probe is $\delta V=+u$ in the left half and $-u$ in the right half. The table gives contributions to the left-half density per unit $u$, from the lowest pair with confinement mass $m_l$. Gate voltages stay fixed while each film is solved self-consistently.

| $t$ (nm) | $\Delta$ (eV) | state 1 alone (cm$^{-2}$/eV) | pair sum (cm$^{-2}$/eV) |
|---:|---:|---:|---:|
| 6 | $6.33\times10^{-3}$ | $-1.10\times10^{15}$ | $-1.223\times10^{14}$ |
| 10 | $2.54\times10^{-5}$ | $-2.66\times10^{17}$ | $-1.283\times10^{14}$ |
| 16 | $1.32\times10^{-9}$ | $-5.10\times10^{21}$ | $-1.280\times10^{14}$ |

The separate term grows by more than six orders of magnitude, while the pair sum varies by about 5%. This small variation need not be monotonic: the self-consistent level and the coupling both change with thickness, and so does the gap. At 6 nm the deeper level raises $f(E_1)$ by about 3% over its 16 nm value, the coupling $W_{12}=0.972u$ lowers the magnitude of the pair sum by 5.5%, and the finite gap lowers it by a further 2% relative to $-Df(E_1)$. At 10 nm the norm of the derivative of $\psi_1$ is $3.93\times10^4\ \mathrm{eV^{-1}}$, matching $1/\Delta$ and a finite difference of the wavefunction.

For 16 nm, $E_1-\mu=-0.0369$ eV and $D=1.587\times10^{14}\ \mathrm{cm^{-2}\,eV^{-1}}$. Therefore

$$f(E_1)=\frac{1}{1+e^{-0.0369/0.02585}}\approx0.806,$$

$$-Df(E_1)\approx-(1.587\times10^{14})(0.806)
\approx-1.28\times10^{14}\ \mathrm{cm^{-2}\,eV^{-1}}.$$

This equals $-1.28\times10^{-2}\ \text{Å}^{-2}\,\mathrm{eV^{-1}}$ and agrees with the pair sum. It has a local meaning. With suitable signs, $\psi_{L,R}=(\psi_1\pm\psi_2)/\sqrt2$ are the left and right states. Since $W_{11}=W_{22}=0$ and $W_{12}=u$ to the printed accuracy, $\psi_L$ rises by $u$, $\psi_R$ falls by $u$, and $\delta V$ does not couple them. The left population then changes by $N'(E_1)u=-Df(E_1)u$. The two descriptions distribute the same response differently between mixing and level shifts.

The lowest pair supplies 48% of the total left-half response, which is $-2.643\times10^{14}\ \mathrm{cm^{-2}\,eV^{-1}}$; other subbands supply the rest. A finite difference of the density at fixed electrostatic potential gives the same total to the digits shown.

A step $u=1$ meV is about $7.6\times10^5$ times the splitting. The squared overlap of the old and new lowest states is 0.5000, as the two-state model predicts. Yet the actual density change is 0.990 of the linear prediction. For a local level, the relative second-order correction is

$$\frac{N''u}{2N'}=-\frac{[1-f(E)]u}{2kT}.$$

It is about $-0.4\%$ for the lowest level and approaches $-1.9\%$ for a nearly empty one. The observed $-1.0\%$ lies between these values.

## The pair term in Poisson iteration

Let $\varphi$ be the electrostatic potential times the elementary charge, so $V=-\varphi$. On the grid, write the Poisson residual as

$$R_P=A\varphi+b-4\pi n,$$

where $A$ contains the dielectric and oxide terms, $b$ the gate voltages, and $n$ the sheet density per node. With $X=\partial n/\partial V$, the sign of $V$ gives the Newton matrix $J=A+4\pi X$.

For any test potential with elements $W_{ij}$, the response gives

$$\delta V^{\mathsf T}X\delta V=\sum_{ij}N[E_i,E_j]W_{ij}^2\le0,$$

because $N$ decreases with energy. The matrix $A$ is negative definite: its quadratic form is minus a positive sum of squared potential differences, including differences to the fixed gates. Thus $J$ is also negative definite and invertible. Degeneracy does not make the Newton equation singular.

To isolate the pair's effect in the 16 nm film, change the left and right gates by $+v$ and $-v$, with $v=1$ mV. The complete linear solution gives a left-density change of $1.524\times10^{13}\ \mathrm{cm^{-2}}$ per volt and a surface-potential shift of 0.292 V per volt. A new self-consistent solution gives the same values. If the off-diagonal term of the lowest pair is removed, the density change falls to $1.247\times10^{13}\ \mathrm{cm^{-2}}$ per volt, 18% too small, and the surface shift rises to 0.411, 41% too large. The missing electrons no longer screen the gate change. This comparison starts from even and odd states; in the left-right basis the same off-diagonal term would vanish.

Small gaps also require care with rounding. With $d=(b-a)/kT$, the ratio of the two logarithm arguments is $1+f(b)(e^d-1)$, hence

$$N[a,b]=-\frac{D}{d}\ln\!\left[1+f(b)(e^d-1)\right].$$

For small $d$, functions that evaluate $\ln(1+y)$ and $e^d-1$ without cancellation keep this accurate; at $d=0$ its value is $-Df(b)$. For a gap of $10^{-14}$ eV and 20 energies within 0.05 eV of $\mu$, the worst relative error was $9.0\times10^{-4}$ by plain subtraction and $2.2\times10^{-16}$ by this form.

## Weighing the model against a device

The 16 nm film has $1.07\times10^{13}$ electrons per cm² at each surface, a strong-inversion density. Its thickness is large for a strongly scaled double-gate body, where several nanometres is a rough typical size. The oxide field is 5.0 MV/cm, against a rough breakdown scale of 10 MV/cm. The even and odd wavefunctions depend delicately on perfect symmetry: the 1 meV step already localises the states, though the density change departs from the linear prediction by only about 1%. An assumed mobility of 300 cm²/Vs implies a collision width of 0.020 eV, far above the 16 nm splitting; Lorentzian smearing lowers $f(E_1)$ by 5.8%. The gate-tunnelling width is a few $10^{-7}$ eV: a WKB estimate gives $2.8\times10^{-7}$ eV, and the model assumed for the gate can change this by a factor of about two. It also exceeds that splitting.

Other omissions affect the size of the finite response. For a barrier of 3.1 eV and an oxide mass of 0.5, wall penetration lowers $E_1$ by 9 to 10 meV. At fixed potential this raises $f(E_1)$ from 0.806 to about 0.86, a relative rise of about 6%. Nonparabolicity with a parameter of $0.5\ \mathrm{eV^{-1}}$ raises $D$ by about 5% at the subband edge, through the confinement kinetic energy, by about 8% at an in-plane energy of $kT$, and by more at higher energies. The estimated peak exchange potential is $-35$ meV, larger in magnitude than $kT$, so exchange can matter appreciably; its own density dependence would also enter the Newton matrix. At 400 K, with the gate voltages and their reference to $\mu$ held fixed, the pair sum is $-1.06\times10^{14}\ \mathrm{cm^{-2}\,eV^{-1}}$, 17% smaller in magnitude. The film values were computed on a 0.1 nm grid. Refining it to 0.025 nm changes the 16 nm splitting and single-state term by about 1%, the 6 nm ones by about 0.3%, the total response and gate results by less than 0.1%, and the pair sums by about 0.01% or less. These corrections are far larger than the numerical uncertainty of the pair sum. Those that only change the one-electron Hamiltonian, such as wall penetration, cannot restore a $1/\Delta$ divergence at nonzero temperature, because the divided difference stays bounded for any pair of levels. Collisions and the density dependence of exchange lie outside the boxed formula. The numerical output gives the remaining film thicknesses and inputs.

## Values computed for the example and the checks

```
temperature 300 K, kT = 0.02585 eV
f' at 0.03 eV above mu = -7.0270 per eV
gap 0.100 eV: f[a,b]/f' = 0.912157
gap 0.030 eV: f[a,b]/f' = 0.994514
gap 0.010 eV: f[a,b]/f' = 0.999433
gap 0.001 eV: f[a,b]/f' = 0.999994
at mu, 300 K: f' = -9.7 per eV, N'/D = -0.50
at mu, 4 K: f' = -725.3 per eV, N'/D = -0.50
gap 1e-14 eV, worst relative error: plain 9.0e-04
  stable form 2.2e-16
square wire, side 6 nm, mass 0.19: exact degeneracy
  formula against finite difference: 1.5e-08
  error if pair term cut, product basis: 0.695
  error if pair term cut, rotated basis: 9.5e-16
Si film: gates 0.75 V, oxide 1.0 nm, m_l 0.916, m_t 0.19
  permittivities: Si 11.7, oxide 3.9; grid 0.1 nm
t/nm  gap/eV  subband 1 alone  pair sum (cm^-2 per eV)
  6  6.325e-03  -1.098e+15  -1.2233e+14
  8  4.754e-04  -1.431e+16  -1.2795e+14
 10  2.543e-05  -2.664e+17  -1.2826e+14
 12  1.098e-06  -6.152e+18  -1.2814e+14
 14  4.052e-08  -1.665e+20  -1.2806e+14
 16  1.321e-09  -5.102e+21  -1.2800e+14
10 nm: norm of dpsi_1/du = 3.9315e+04 per eV
  by finite difference 3.9315e+04 per eV
16 nm: density per side 1.070e+13 cm^-2
  E1 - mu = -0.0369 eV, coupling W12/u = 1.00000
  D = 1.5874e+14, -D f(E1) = -1.2800e+14 cm^-2/eV
  pair sum = -1.2800e-02 angstrom^-2/eV
  left response, all subbands: -2.64294e+14 cm^-2/eV
  by finite difference:        -2.64294e+14 cm^-2/eV
  share of the lowest pair: 0.484
  1 meV step: overlap of old and new psi_1 squared 0.5000
  actual/linear density change 0.9896
gates +v/-v, v = 1 mV: density (cm^-2/V), surface shift (V/V)
  new self-consistent solution 1.5241e+13, 0.2923
  linear, complete kernel      1.5241e+13, 0.2923
  linear, pair term cut        1.2474e+13, 0.4114
  Newton steps from zero potential: 7
rough inputs: barrier 3.1 eV, oxide mass 0.5,
  mobility 300 cm2/Vs, nonparabolicity 0.5 per eV
oxide field 4.96 MV/cm (rough breakdown 10)
gate-tunnelling width of E1 (WKB) 2.8e-07 eV
E1 shift by penetration into oxide -0.0093 eV
collision width hbar/tau 0.0203 eV
  it changes f(E1) by -5.8 %
nonparabolic rise of D, about 8.0 %
local exchange potential at peak -0.0354 eV
400 K: pair sum -1.0605e+14 cm^-2/eV
grid 0.05 nm: gap 1.309e-09 eV, pair -1.2800e+14 cm^-2/eV
```
